# Phase Fixing of Bloch States for Localized Single-Band Wave Packets

An electron is to be launched from a chosen place in a crystal, with a chosen crystal momentum, in one band. One diagonalizes the Bloch Hamiltonian on a grid of $k$, multiplies the states by a narrow Gaussian in $k$, and adds them. The sum should be a packet a few cells wide. Instead it may fill the whole lattice, although every Bloch state is correct and the energy and mean velocity are as expected. What decides the outcome is the phase convention of the Bloch states, a setting that is irrelevant for band energies and decisive here.

## What the solver leaves open

Take a ring of $N$ cells of length $a$, with $L=Na$ and grid spacing $d=2\pi/L$. The Bloch states of one isolated band are

$$\psi_j(x)=\frac{1}{\sqrt N}\,e^{ik_jx}u_j(\tau),\qquad x=na+\tau ,$$

where $\tau$ is the true position of an orbital in its cell and $\langle u_j|u_j\rangle=1$. The packet is

$$W=\sum_j c_j\psi_j,\qquad c_j=|c_j|e^{-ik_jx_0},\qquad |c_j|^2\propto e^{-(k_j-k_0)^2/2\sigma^2},$$

with $\sum_j|c_j|^2=1$ and intended centre $x_0$.

An eigenvector stays an eigenvector when multiplied by $e^{i\theta_j}$. Each $\psi_j$ then describes the same physical state, but the relative phases in $W$ change, and with them the packet. Every choice gives a legitimate state of the band; most choices do not give the intended one.

Arbitrary phases need not be random. A deterministic solver may return phases that are smooth over stretches of $k$, and the damage is then partial. The statement that the packet spreads over the whole lattice holds, on average, for independent phases whose factors $e^{i\theta_j}$ average to zero. Small independent phase errors leave most of the probability in place, but the small scattered part is spread on average over the whole ring, so the rms width can still rise noticeably and grows with $L$.

## Position in terms of neighbouring overlaps

On a ring, position is best measured by $Z=\langle e^{-idx}\rangle$, which is single-valued because $dL=2\pi$. Multiplication by $e^{-idx}$ lowers the wave number by one grid step:

$$e^{-idx}\psi_{j+1}=\frac{1}{\sqrt N}e^{ik_jx}u_{j+1}.$$

In the overlap with $\psi_l$, the sum over cells, $\frac1N\sum_n e^{i(k_j-k_l)na}$, equals $\delta_{jl}$. Hence

$$Z=\sum_j c_j^*c_{j+1}s_j,\qquad s_j=\langle u_j|u_{j+1}\rangle .$$

The $k$ window is centred on $k_0$, and the link that closes the ring is dropped, since $|c|^2$ is negligible there.

The modulus of $Z$ measures localization. With $P(x)=|W(x)|^2$,

$$1-|Z|^2=\sum_{x,x'}P(x)P(x')\,[1-\cos d(x-x')].$$

For a packet much narrower than $L$, the bracket is $d^2(x-x')^2/2$. Since the average of $(x-x')^2$ is twice the variance, $1-|Z|^2\simeq d^2\,\mathrm{Var}\,x$.

The triangle inequality gives

$$|Z|\le\sum_j|c_j||c_{j+1}||s_j| .$$

The right side does not depend on the eigenvector phases. Equality requires all terms to share one phase. Since $c_j^*c_{j+1}=|c_j||c_{j+1}|e^{-idx_0}$, this happens when every $s_j$ is real and positive. Then $\arg Z=-dx_0$, so the circular centre, defined by $-\arg Z/d$, is $x_0$. A common phase $e^{i\beta}$ on all links would reach the same bound, but would move the centre to $x_0-\beta/d$.

## The phase-fixing recursion

Order the states by $k$ and keep the first vector. For each next vector, compute its overlap with the vector already fixed and remove the phase:

$$s=\langle\tilde u_j|u_{j+1}\rangle,\qquad \tilde u_{j+1}=e^{-i\arg s}u_{j+1}.$$

The new overlap is $e^{-i\arg s}s=|s|$. This is discrete parallel transport. The choice of first phase multiplies the whole packet by one factor and has no effect on its density.

To make every link positive, the chain must in general be open. A phase change turns $s_j$ into $e^{i(\theta_{j+1}-\theta_j)}s_j$, and around a closed ring these factors cancel in the product of all links. The link that closes the ring is $\langle u_{\rm last}|e^{-iG\tau}u_{\rm first}\rangle$ with $G=2\pi/a$, because $\psi$, not $u$, is periodic in $k$. With this link included, the phase of the product is, up to sign, the Berry phase of the band. If it is not zero, the links cannot all be positive. The cut puts the mismatch where the packet has no weight. Sharing that phase equally among all links of the closed ring is the common-phase case above: it reaches the same bound, with a shifted centre.

The overlap must also be clearly nonzero. For small $d$, the part of $u_{j+1}$ orthogonal to $u_j$ is $d\,u'_\perp$, where $u'_\perp=u'-u\langle u|u'\rangle$ and the prime means $d/dk$. Therefore

$$|s_j|^2\simeq1-d^2g,\qquad g=\langle u'_\perp|u'_\perp\rangle .$$

The quantity $g$ is the quantum metric. In a two-band model its size follows from differentiating $Hu=Eu$ and projecting on the other band, $u_+$:

$$\langle u_+|H'|u\rangle+E_+\langle u_+|u'\rangle=E\langle u_+|u'\rangle,
\qquad g=\frac{|\langle u_+|H'|u\rangle|^2}{(E_+-E)^2}.$$

A small gap can therefore demand a finer grid. At a degeneracy the solver may return any mixture of the degenerate states, and fixing one phase per $k$ is no longer sufficient.

## Why smooth phases are not sufficient

For a fine grid let $\varphi(k)=c(k)u_k$, with $\int|c|^2dk=1$. Since $xe^{ikx}=-i\,\partial_ke^{ikx}$, integration by parts makes $x$ act as $i\,\partial_k$ on $\varphi$; the boundary terms vanish at the cut. Define $A=i\langle u|u'\rangle$, which is real because normalization makes $\langle u|u'\rangle$ imaginary. Then $iu'=Au+iu'_\perp$, and

$$i\varphi'=e^{-ikx_0}\left[\left(i|c|'+|c|\,r\right)u+i|c|\,u'_\perp\right],\qquad r=x_0+A .$$

The overlap with $\varphi$ contains $i|c||c|'$, a total derivative that integrates to zero. What remains is $\langle x\rangle=\langle r\rangle$, where averages over $k$ carry the weight $|c|^2$. The norm of $i\varphi'$ gives $\langle x^2\rangle$. Its two parts are orthogonal, so

$$\langle x^2\rangle=\int(|c|')^2dk+\langle r^2\rangle+\langle g\rangle .$$

For the Gaussian, $|c|'=-(k-k_0)|c|/2\sigma^2$, and the first integral is $\sigma^2/4\sigma^4=1/4\sigma^2$. Thus

$$\mathrm{Var}\,x=\frac{1}{4\sigma^2}+\langle g\rangle+\mathrm{Var}\,r .$$

The first term is the width of the envelope. The second is a cost set by the band, which no choice of phases removes. The third depends on the phases. Parallel transport makes $A=0$ in the fine-grid limit and removes it. A smooth convention with $A\neq0$ displaces the packet by $\langle A\rangle$ and adds $\mathrm{Var}\,A$ to its variance. The packet stays compact only if $A$ varies little over the occupied range of $k$.

On a finite grid the circular centre remains $x_0$, while the ordinary mean differs slightly. The cumulant expansion is

$$\ln Z=-id\kappa_1-\frac{d^2\kappa_2}{2}+\frac{id^3\kappa_3}{6}+\cdots,$$

where $\kappa_1=\langle x\rangle$ and $\kappa_3$ is the third central moment. Setting the imaginary part to $-dx_0$ gives, to leading order, $\langle x\rangle-x_0=d^2\kappa_3/6$.

The overlaps must be taken between the $u_j$ defined above. Some codes store $v_j(\tau)=e^{ik_j\tau}u_j(\tau)$, with the orbital offset absorbed. Differentiation gives $i\langle v|v'\rangle=A-\langle u|\tau|u\rangle$. Making the overlaps of $v$ positive therefore sets $A=\langle u|\tau|u\rangle$ and displaces the packet by the average orbital offset.

## What independent phases do

Let the fixed vectors be multiplied by independent factors $e^{i\theta_j}$ of zero mean. The probability in cell $n$ is

$$P_n=\frac1N\sum_{j,l}B_{jl}\,e^{i(\theta_l-\theta_j)},\qquad
B_{jl}=c_j^*c_l\,e^{i(k_l-k_j)na}\langle v_j|v_l\rangle .$$

The mean phase factor is $\delta_{jl}$, so

$$\overline{P_n}=\frac1N\sum_j|c_j|^2=\frac1N .$$

The mean density per cell is uniform, whatever the envelope. Independent and equally likely signs $\pm1$ have the same average, so real eigenvectors with such random signs scatter the packet too.

A single packet is speckled rather than flat. For uniformly distributed phases, the average of $P_n^2$ contains $e^{i(\theta_l-\theta_j+\theta_q-\theta_p)}$. It survives when $l=j,\ q=p$, which contributes 1, or when $l=p,\ q=j$ with $j\ne l$, which contributes $|B_{jl}|^2$. Summing over cells,

$$\overline{\sum_nP_n^2}=\frac{1+S}{N},\qquad
S=\sum_{j\ne l}|c_j|^2|c_l|^2|\langle v_j|v_l\rangle|^2 .$$

The participation number $1/\sum_nP_n^2$ counts occupied cells. Because overlaps do not exceed one, $S\le1-1/M$, where $M=1/\sum_j|c_j|^4$ is the effective number of $k$ points. The inverse of the averaged sum is thus at least $N/(2-1/M)$, a little more than half the ring. It grows with the lattice, whereas the width of the fixed packet does not.

The links show the same loss. In $|Z|^2$, products of different links average to zero, leaving

$$\overline{|Z|^2}=\sum_j|c_j|^2|c_{j+1}|^2|s_j|^2 .$$

## Energy and velocity do not reveal the fault

The Bloch states are orthonormal eigenstates, so $\langle H\rangle=\sum_j|c_j|^2E_j$. The velocity operator has elements $(i/\hbar)H_{xx'}(x'-x)$, with the short distance taken around the ring. It is invariant under lattice translations and hence diagonal in $k$ within the band. Its diagonal value is $\langle u|H'|u\rangle/\hbar$. Differentiating $E=\langle u|H|u\rangle$ gives $E'=\langle u|H'|u\rangle$, because the other terms are $E$ times the derivative of $\langle u|u\rangle=1$. Thus

$$\langle v\rangle=\sum_j|c_j|^2\,\frac{E'_j}{\hbar}.$$

Neither average contains $\theta_j$.

In time $c_j$ acquires $e^{-iE_jt/\hbar}$, which adds $E't/\hbar=vt$ to $r$. For the parallel-transported packet,

$$\langle x\rangle_t=x_0+\langle v\rangle t,\qquad
\mathrm{Var}_t\,x=\frac1{4\sigma^2}+\langle g\rangle+t^2\,\mathrm{Var}\,v .$$

These expressions hold while the packet stays clear of the point where the ring is opened to define $x$. For independent phases the new factors can be absorbed in $c_j$, so the mean density remains $1/N$ at every time. Waiting does not repair the packet on average.

## A worked chain

Each cell, of length $a=0.5$ nm, has orbital A at 0 and orbital B at $b=0.2$ nm. The on-site energies are $+0.2$ and $-0.2$ eV. The hoppings are $-t_1$ within a cell and $-t_2$ between cells, with $t_1=1.0$ eV and $t_2=0.7$ eV. The off-diagonal element of $H(k)$ is

$$f=-\left(t_1e^{ikb}+t_2e^{-ik(a-b)}\right).$$

The ring has 200 cells, $L=100$ nm and $d=0.0628$ nm$^{-1}$. The lower-band packet has $k_0=0.7\pi/a=4.398$ nm$^{-1}$, $\sigma=0.3$ nm$^{-1}$ and $x_0=40$ nm. Its weight at the cut is $5\times10^{-97}$, and the smallest link modulus is 0.9994.

To obtain truly arbitrary phases, the eigenvectors were computed by inverse iteration from random complex start vectors. The first three links upward from $k_0$ had phases $-2.6313$, $+2.3141$ and $-2.4665$ rad. Taking the correction at $k_0$ as zero, the next three vectors need

$$2.6313,\qquad 2.6313-2.3141=0.3172,\qquad 0.3172+2.4665=2.7837\ \text{rad}.$$

The link phases then vanish to rounding error. With the same weights and four phase conventions, the packets are:

| Phases | Occupied cells | rms width (nm) | Share within 5 nm of $x_0$ |
|---|---:|---:|---:|
| Random start | 108.6 | 29.7 | 0.076 |
| LAPACK, as returned | 20.9 | 14.3 | 0.798 |
| A component real | 11.8 | 1.670 | 0.998 |
| Parallel transport | 11.8 | 1.669 | 0.998 |

A uniform density would have rms width $L/\sqrt{12}=28.9$ nm and a share of about 0.10, so the random-start packet does cover the ring. The direct output of the dense LAPACK solver is an intermediate case: most of the probability stays near $x_0$, but the rest lies far enough away to make the rms width 14.3 nm. Here the solver returned a real A component whose sign changes irregularly with $k$. Of the 199 links, 59 have phase jumps above $\pi/2$, which are these sign reversals; the count includes links where the packet has little weight. Another library build may choose other signs and give a different row in the table.

For parallel transport, $|Z|=0.9945$, equal to the upper bound at the printed precision. The variance is

$$\frac1{4(0.3)^2}+0.00887=2.77778+0.00887=2.78665\ \text{nm}^2,$$

in agreement with the real-space density. The band's own contribution is 0.3% of the total. The ordinary mean lies $4.8\times10^{-7}$ nm from $x_0$, as the $\kappa_3$ formula predicts.

The convention with a real A component shows the subtler error. The lower-band equation gives $u_B/u_A=(E-0.2\ \text{eV})/f$. Its numerator is negative, so the phase of $u_B$ is $\pi-\arg f$, and

$$A=-|u_B|^2\frac{d}{dk}(\pi-\arg f)=|u_B|^2\frac{d\arg f}{dk}.$$

Its average is 0.0950 nm, and the packet is displaced by that amount, about one fifth of a cell. The extra variance is only 0.0015 nm$^2$. The width alone would not expose this displacement.

Over 4000 random-start runs, the mean density in the worst cell differed from $1/N$ by 2.9% of $1/N$. For uniformly distributed phases the expected sampling error per cell is at most $1/\sqrt{4000}=1.6\%$, so a largest deviation of this size among 200 cells is no sign of a nonuniform mean. Random signs, whose sampling error can be somewhat larger, gave 2.5%. Here $M=16.93$, and the lower estimate of the scattered participation is $200/(2-1/16.93)=103.0$ cells. The full formula gives 103.1 and the sample 102.7. At fixed $\sigma$, rings of 100 and 400 cells gave 53.2 and 202.3, while the fixed packet occupied 11.8 cells in every case.

All the packets tested for energy and velocity, namely the random-start, LAPACK and parallel-transported ones, have mean energy $-0.840$ eV and mean velocity 0.507 nm/fs. After 40 fs the parallel-transported packet has moved 20.26 nm, to 60.26 nm. With a velocity spread of 0.00854 nm/fs, its variance is

$$2.7866+(40\times0.00854)^2=2.903\ \text{nm}^2,$$

which agrees with evolution under the real-space Hamiltonian.

These are round model parameters, not those of a named material. Hoppings near 1 eV and a cell of half a nanometre are on the ordinary scale of covalent solids. The model follows one electron and assumes that the states it uses are otherwise empty, which is not so in a filled valence band. It also assumes unlimited free flight, which fails in a real crystal. Near a band edge at room temperature, momentum scattering times in good semiconductors are often of the order of a hundred femtoseconds or more. This packet lies 0.87 eV above the bottom of its band, where scattering is usually faster. If collisions reduce the mean velocity as $e^{-t/T}$, the distance is $\langle v\rangle T(1-e^{-t/T})$. For an illustrative $T=40$ fs, the 20.3 nm become 12.8 nm. This changes the later motion, not the need to fix phases when the initial packet is built.

## Choosing the setting

For a packet in an isolated band along one $k$ direction, choose parallel transport on an open, ordered string of $k$ points. Place the cut where the weight is negligible, and make $L$ much larger than both the packet width and the distance to be travelled. Refine the grid if any link with appreciable weight has a modulus well below one.

Judge the result by its position and width in real space, since energy and velocity cannot show the error. If the packet is compact but misplaced, look for a smooth convention with $A\ne0$, or for overlaps taken with the orbital offsets absorbed.

In two or three dimensions, a phase change adds a gradient to the vector $A$ and leaves its curl, the Berry curvature, unchanged. Where the curvature is nonzero, $A$ cannot vanish throughout the packet, and the one-dimensional result applies along a single string only.

The numerical output below gives the values to more digits.

## Table of computed values

```
hoppings t1, t2 = 1.0, 0.7 eV; on-site +/- 0.2 eV
cell a = 0.5 nm, orbital offset b = 0.2 nm, N = 200, L = 100.0 nm
k0 = 4.3982 1/nm, sigma = 0.3 1/nm, dk = 0.06283 1/nm
intended centre x0 = 40.0 nm
smallest band gap on grid = 0.7211 eV
effective number of k points 1/sum|c|^4 = 16.93
weight |c|^2 at the cut = 4.7e-97
smallest link modulus = 0.999364
links from k0 upward: raw phase (rad), modulus, phase after fixing (rad)
  link 0: -2.6313, 0.999985, 4.7e-17
  link 1: +2.3141, 0.999983, 7.8e-18
  link 2: -2.4665, 0.999980, 5.2e-17
packet: participation (cells), mean x (nm), rms width (nm), share within 5 nm of x0, |Z|
  random-start: 108.56, 56.1207, 29.7209, 0.0762, 0.151784
  LAPACK: 20.91, 42.0632, 14.3206, 0.7978, 0.764976
  real component: 11.83, 40.0950, 1.6698, 0.9977, 0.994512
  parallel transp.: 11.83, 40.0000, 1.6693, 0.9978, 0.994514
LAPACK links with phase jump above pi/2: 59 of 199
upper bound on |Z| = 0.994514
circular centre, parallel transport = 40.000000 nm
mean x - x0, parallel transport = 4.770e-07 nm
grid shift dk^2 kappa3/6 = 4.769e-07 nm
envelope variance 1/(4 sigma^2) = 2.777778 nm^2
mean quantum metric = 0.008869 nm^2
variance, parallel transport = 2.786647 nm^2
real-component gauge: mean A = 0.094965 nm, Var A = 1.474e-03 nm^2
real-component gauge: measured displacement = 0.094965 nm
real-component gauge: measured variance = 2.788121 nm^2
solver runs in ensemble = 4000
largest relative deviation of mean density from 1/N = 0.0293
same with random signs only = 0.0252
mean |Z|^2: sampled 0.05844, formula 0.05844
cells N: fixed participation, scattered sampled, scattered formula
  100: 11.83, 53.18, 53.16
  200: 11.83, 102.71, 103.08
  400: 11.83, 202.29, 203.07
mean energy of every packet = -0.84042 eV
mean velocity of every packet = 0.50661 nm/fs
after 40 fs: mean x = 60.2646 nm, <v>t = 20.2646 nm
velocity spread = 0.00854 nm/fs
variance then: measured 2.90332, formula 2.90332 nm^2
```
